\section*{Depolarizing field of an unscreened ferroelectric needle}

\section*{Problem}

A ferroelectric particle has the shape of a prolate spheroid with semi-axes $a,a,c$ and aspect ratio $r=c/a=10$. It stands alone in vacuum, and there is no free charge on it or in it. Its ferroelectric polarization is uniform, points along the long axis $z$, and is held at $P=30\ \mu\mathrm{C/cm^2}$ ($0.3\ \mathrm{C/m^2}$). All other polarization responds linearly, with relative background permittivity $\varepsilon_b=10$, so that inside the particle
\begin{equation}
\mathbf D=\varepsilon_0\varepsilon_b\mathbf E+P\hat{\mathbf z}.
\label{eq:D}
\end{equation}
The particle is 10 nm wide and 100 nm long.

\begin{enumerate}
\item[(a)] Derive the field inside the particle for any $r>1$ and any $\varepsilon_b\ge 1$.
\item[(b)] Evaluate it for the given data.
\item[(c)] Compare the needle with a sphere and with a wide unscreened film polarized along its normal, at the same $P$ and $\varepsilon_b$.
\item[(d)] Find the vacuum field just outside the poles.
\item[(e)] Decide whether the particle could keep the assumed polarization. Use a double-well energy with small-signal susceptibility $\chi=150$, and consider also the band gap, roughly $3.2$ eV.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The field inside}

\paragraph{Conditions on the potential.}
Write $\mathbf E=-\nabla\phi$. Since $P$ is uniform and there is no free charge, $\nabla\cdot\mathbf D=0$ gives $\nabla^2\phi=0$ on both sides of the surface. The potential is continuous and vanishes at infinity. With the outward normal $\mathbf n$, continuity of $\mathbf n\cdot\mathbf D$ reads
\begin{equation}
-\varepsilon_0\,\partial_n\phi_{\rm out}
=-\varepsilon_0\varepsilon_b\,\partial_n\phi_{\rm in}+Pn_z .
\label{eq:bc}
\end{equation}

These conditions fix $\phi$. The difference $\psi$ of two solutions obeys them with $P=0$, so $\varepsilon_b\partial_n\psi_{\rm in}=\partial_n\psi_{\rm out}$. Green's identity on each side gives
\[
\varepsilon_b\int_{\rm in}|\nabla\psi|^2dV+\int_{\rm out}|\nabla\psi|^2dV
=\oint\psi\,(\varepsilon_b\partial_n\psi_{\rm in}-\partial_n\psi_{\rm out})\,dS=0 .
\]
The surface at infinity contributes nothing, because $\psi\nabla\psi$ falls at least as fast as the inverse cube of the distance. Hence $\nabla\psi=0$, and $\psi=0$ by its decay. Any trial function that meets all the conditions is therefore the solution.

\paragraph{Coordinates.}
Let $\rho$ be the distance from the axis and set
\[
z=f\xi\eta,\qquad \rho=f\sqrt{(\xi^2-1)(1-\eta^2)},\qquad f=\sqrt{c^2-a^2}=ce,
\]
with $\xi\ge1$, $-1\le\eta\le1$ and eccentricity $e=\sqrt{1-1/r^2}$. The surface $\xi=\xi_0=1/e$ has half-length $f\xi_0=c$ and half-width $f\sqrt{\xi_0^2-1}=\sqrt{c^2-f^2}=a$, so it is the surface of the particle.

The coordinates are orthogonal, since $\partial_\xi z\,\partial_\eta z+\partial_\xi\rho\,\partial_\eta\rho=f^2\xi\eta-f^2\xi\eta=0$. Their scale factors follow from the same derivatives:
\begin{align*}
h_\xi^2&=f^2\left[\eta^2+\frac{\xi^2(1-\eta^2)}{\xi^2-1}\right]
=f^2\,\frac{\xi^2-\eta^2}{\xi^2-1},\\
h_\eta^2&=f^2\left[\xi^2+\frac{\eta^2(\xi^2-1)}{1-\eta^2}\right]
=f^2\,\frac{\xi^2-\eta^2}{1-\eta^2}.
\end{align*}
The azimuthal scale factor is $\rho$. Thus $h_\eta\rho/h_\xi=f(\xi^2-1)$ and $h_\xi\rho/h_\eta=f(1-\eta^2)$, and Laplace's equation for an axially symmetric potential becomes
\[
\partial_\xi\left[(\xi^2-1)\partial_\xi\phi\right]
+\partial_\eta\left[(1-\eta^2)\partial_\eta\phi\right]=0 .
\]

\paragraph{The two harmonic functions.}
The source $Pn_z$ is proportional to $\eta$ at the surface, up to the factor $1/h_\xi$ that also appears in $\partial_n$. This suggests $\phi=\eta X(\xi)$, for which
\[
\left[(\xi^2-1)X'\right]'=2X .
\]
One solution is $X=\xi$, which gives $\phi\propto z$. For the other put $X=\xi v$:
\[
2\xi v+(\xi^2-1)v'+\left[\xi(\xi^2-1)v'\right]'=2\xi v .
\]
With $w=\xi(\xi^2-1)v'$ this is $w'+w/\xi=0$, so $\xi w$ is constant. Choosing the constant as $-1$,
\begin{equation}
v'=-\frac{1}{\xi^2(\xi^2-1)}=\frac1{\xi^2}-\frac1{\xi^2-1},
\qquad v=\operatorname{arcoth}\xi-\frac1\xi ,
\label{eq:v}
\end{equation}
where $v\to0$ at infinity. The decaying function is
\[
Q(\xi)=\xi v=\xi\operatorname{arcoth}\xi-1 .
\]
It behaves as $1/(3\xi^2)$ at large $\xi$, as the potential of a dipole must. Since $v'=(Q/\xi)'=(\xi Q'-Q)/\xi^2$, equation~\eqref{eq:v} also yields
\begin{equation}
\xi Q'-Q=-\frac1{\xi^2-1}.
\label{eq:w}
\end{equation}

\paragraph{Matching.}
Take
\[
\phi_{\rm in}=gz=gf\xi\eta,\qquad
\phi_{\rm out}=gf\xi_0\eta\,\frac{Q(\xi)}{Q(\xi_0)},
\]
which agree at $\xi_0$. On the surface $\partial_n=h_\xi^{-1}\partial_\xi$ and $n_z=\partial_nz=h_\xi^{-1}f\eta$. Insert these in \eqref{eq:bc}, multiply by $h_\xi$ and divide by $\varepsilon_0f\eta$:
\[
-g\,\frac{\xi_0Q'(\xi_0)}{Q(\xi_0)}=-\varepsilon_bg+\frac{P}{\varepsilon_0}
\quad\Longrightarrow\quad
g\left[\varepsilon_b-\frac{\xi_0Q'(\xi_0)}{Q(\xi_0)}\right]=\frac P{\varepsilon_0}.
\]
The dependence on $\eta$ has dropped out, so one constant $g$ satisfies the condition over the whole surface. Define $N=(\xi_0^2-1)Q(\xi_0)$. By \eqref{eq:w}, $\xi_0Q'(\xi_0)/Q(\xi_0)=1-1/N$, and the bracket equals $\varepsilon_b-1+1/N$. Since $\mathbf E=-g\hat{\mathbf z}$,
\begin{equation}
\boxed{\;\mathbf E=-\kappa\frac{P}{\varepsilon_0}\hat{\mathbf z},\quad
\kappa=\frac{N}{1+N(\varepsilon_b-1)},\quad
N=\frac{1-e^2}{e^2}\left(\frac{\operatorname{artanh}e}{e}-1\right)\;}
\label{eq:E}
\end{equation}
where $\operatorname{arcoth}(1/e)=\operatorname{artanh}e$ was used. The field is uniform, opposes $P$, and depends on shape but not on size.

If the background is anisotropic with a principal axis along $z$, the same solution holds with $\varepsilon_b$ replaced by its axial component: $gz$ still gives a divergence-free $\mathbf D$, and only that component enters $\mathbf n\cdot\mathbf D$.

\paragraph{A direct view of $N$.}
For $\varepsilon_b=1$ the field comes from the bound charge $Pn_z$ alone. From $\rho^2=a^2(1-z^2/c^2)$, a slice $dz$ carries the charge
\[
\lambda\,dz=2\pi P\rho\,|d\rho|=2\pi P\frac{a^2}{c^2}z\,dz\qquad(z>0),
\]
with the opposite charge at $-z$. Both halves push the field at the centre towards $-z$. Its magnitude is
\[
2\int_0^c\frac{\lambda z\,dz}{4\pi\varepsilon_0(z^2+\rho^2)^{3/2}}
=\frac{P}{\varepsilon_0r^2}\int_0^c\frac{z^2\,dz}{(a^2+e^2z^2)^{3/2}}
=\frac{P}{\varepsilon_0r^2}\,\frac{\operatorname{artanh}e-e}{e^3}.
\]
The last step uses $s=ez/a$, the integral $\int s^2(1+s^2)^{-3/2}ds=\operatorname{arsinh}s-s/\sqrt{1+s^2}$, and the upper limit $s=er$, where $\sqrt{1+s^2}=r$ and $\operatorname{arsinh}s=\ln[r(1+e)]=\operatorname{artanh}e$. Because $1/r^2=1-e^2$, this is $NP/\varepsilon_0$ with the same $N$.

For a slender body $e\to1$ and $\operatorname{artanh}e\to\ln(2r)$, so
\begin{equation}
N\simeq\frac{\ln(2r)-1}{r^2}\qquad(r\gg1).
\label{eq:slender}
\end{equation}
The factor $1/r^2$ reflects the small cross-section and the distance of the end charges. The logarithm arises because the bound charge is spread along the needle rather than gathered at its tips.

\subsection*{(b) The number}

For $r=10$, $e^2=0.99$, $e=0.994987$ and $\operatorname{artanh}e=2.993223$. Then
\begin{align*}
N&=\frac{0.01}{0.99}\left(\frac{2.993223}{0.994987}-1\right)=0.020286,\\
\kappa&=\frac{0.020286}{1+9\times0.020286}=\frac{0.020286}{1.18257}=0.017154 .
\end{align*}
With $P/\varepsilon_0=338.8$ MV/cm,
\[
|E|=0.017154\times338.8\ \mathrm{MV/cm}=5.81\ \mathrm{MV/cm}=0.58\ \mathrm{GV/m}.
\]
The slender estimate \eqref{eq:slender} gives $N=0.019957$, which is 1.6\% below the full value.

A numerical solution of the surface integral equation for $\phi$, which assumes neither a uniform field nor a value of $N$, tests this result. With 400 surface nodes it gives $\kappa=0.017154$. Going from 200 to 400 nodes changes $\kappa$ by a relative $2.6\times10^{-6}$, and the surface potential departs from proportionality to $z$ by at most $2.4\times10^{-7}$ of its largest value.

The meaning of $P$ matters. In \eqref{eq:D} it excludes the polarization of the background. If $30\ \mu\mathrm{C/cm^2}$ were the total polarization, the field would be $NP/\varepsilon_0=6.87$ MV/cm. The background permittivity matters less: $\varepsilon_b=5$ gives 6.36 MV/cm, 9\% more than $\varepsilon_b=10$.

\subsection*{(c) Needle, sphere and film}

For a sphere $e\to0$. The expansion $\operatorname{artanh}e/e-1=e^2/3+\dots$ gives $N=1/3$ and
\[
|E|=\frac{P}{\varepsilon_0(\varepsilon_b+2)}=28.2\ \mathrm{MV/cm}.
\]
In a wide unscreened film polarized along its normal, $D$ vanishes outside and hence inside. Equation~\eqref{eq:D} then gives $|E|=P/(\varepsilon_0\varepsilon_b)=33.9$ MV/cm, which is \eqref{eq:E} with $N=1$.

From film to needle $N$ falls by a factor 49.3, but the field falls by much less:
\[
\frac{|E_{\rm film}|}{|E_{\rm needle}|}
=\frac1N\,\frac{1+N(\varepsilon_b-1)}{\varepsilon_b}
=49.3\times\frac{1.18257}{10}=5.83 .
\]
In the film the background already divides the field by 10. In the needle it divides it by 1.18, because a weak field induces little opposing background charge. Elongation thus weakens the bare field and, with it, the help from the background.

\subsection*{(d) The field outside the poles}

At the pole $z=c$ the normal is $\hat{\mathbf z}$, and continuity of $D$ gives
\[
E_{\rm out}=\frac P{\varepsilon_0}-\varepsilon_b|E|
=338.8-58.1=281\ \mathrm{MV/cm},
\]
directed outwards. The small inner field therefore coexists with a very large outer one. This value should be read with care. The radius of curvature at the pole is $a^2/c=0.5$ nm, close to a lattice constant of roughly 0.4 nm, so a continuum surface is a poor description there. A real needle with blunter ends has another pole field, and its inner field is no longer uniform.

\subsection*{(e) Can the polarization survive?}

\paragraph{Relaxation of $P$.}
So far $P$ was prescribed. Now let it vary uniformly along the axis, with the double-well energy density
\[
u_w=\alpha\left(-\frac{P^2}{2}+\frac{P^4}{4P_0^2}\right),\qquad
\alpha=\frac1{2\varepsilon_0\chi},
\]
where $P_0=30\ \mu\mathrm{C/cm^2}$ is the value at zero field. The constant $\alpha$ follows from the curvature $u_w''(P_0)=2\alpha$, which must equal $1/(\varepsilon_0\chi)$.

Let $b$ be the background polarization. The total polarization $P+b$ produces the field $-N(P+b)/\varepsilon_0$, and the electric energy density is
\[
u_e=\frac{N(P+b)^2}{2\varepsilon_0}+\frac{b^2}{2\varepsilon_0(\varepsilon_b-1)} .
\]
The first term is the depolarizing energy; the second is the cost of polarizing the background. Setting $\partial u_e/\partial b=0$ gives, with $q=1+N(\varepsilon_b-1)$,
\[
b=-\frac{N(\varepsilon_b-1)}{q}P,\qquad P+b=\frac Pq .
\]
Inserting both,
\[
u_e=\frac{P^2}{2\varepsilon_0}\,\frac{N+N^2(\varepsilon_b-1)}{q^2}
=\frac{P^2}{2\varepsilon_0}\,\frac{N}{q}=\frac{\kappa P^2}{2\varepsilon_0}.
\]
The total energy is stationary when $\alpha(-P+P^3/P_0^2)+\kappa P/\varepsilon_0=0$. Besides $P=0$ this has the solution
\begin{equation}
\frac{P^2}{P_0^2}=1-\frac{\kappa}{\varepsilon_0\alpha}=1-2\chi\kappa ,
\label{eq:soft}
\end{equation}
provided $2\chi\kappa<1$. For the needle $2\chi\kappa=2\times150\times0.017154=5.15$. No uniform polar state exists, and $P=0$ is the minimum, since the curvature there, $-\alpha+\kappa/\varepsilon_0$, is positive.

In this model, at fixed $\chi$ and $\varepsilon_b$, a uniform polar state requires $r>30$. At $r=40$ the polarization is $0.614P_0$, a value also found by direct numerical minimization over $P$ and $b$. At $r=10$ the susceptibility would have to lie below $1/(2\kappa)\approx29$.

The coercive field of the same well tells a related story. The opposing field that the well can withstand is the maximum of $\alpha(P-P^3/P_0^2)$, reached at $P=P_0/\sqrt3$:
\[
E_c=\frac{2\alpha P_0}{3\sqrt3}=\frac{P_0}{3\sqrt3\,\varepsilon_0\chi}=0.435\ \mathrm{MV/cm}.
\]
The computed field is 13.4 times larger. This ratio alone does not decide stability, because the depolarizing field shrinks as $P$ shrinks; condition \eqref{eq:soft} takes that into account. Nor does \eqref{eq:soft} cover domains. A particle split into regions of opposite $P$ can lower its depolarizing energy while staying locally polar.

\paragraph{Charge transfer across the gap.}
Suppose $P$ were nevertheless held fixed. The voltage between the poles would be $2c|E|=58.1$ V, far above the 3.2 V that corresponds to the gap. The bands bend by one gap over
\[
\frac{3.2\ \mathrm{V}}{0.5812\ \mathrm{V/nm}}=5.5\ \mathrm{nm}.
\]
A valence electron near the negative bound charge could then lower its energy by moving to the conduction band near the positive end. The transfer screens the field.

The tunnelling path is short enough to matter if the carriers are light along the axis. Take equal electron and hole masses $m$ and a two-band dispersion, so that at energy $\epsilon$ from midgap the decay constant $k$ obeys $\hbar^2k^2E_g/(2m)=E_g^2/4-\epsilon^2$. With elementary charge $q_e$ and $dx=d\epsilon/(q_e|E|)$, the exponent of the tunnelling probability is
\[
S=2\int k\,dx=\frac{2}{\hbar q_e|E|}\sqrt{\frac{2m}{E_g}}
\int_{-E_g/2}^{E_g/2}\!\sqrt{\frac{E_g^2}{4}-\epsilon^2}\,d\epsilon
=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar q_e|E|},
\]
because the integral is a half-disc of area $\pi E_g^2/8$. For $m$ equal to the free-electron mass $S=39.6$; for half that mass $S=28.0$.

Allow one attempt per lattice cell at the frequency $q_e|E|\ell/h$, with $\ell=0.4$ nm. This crude count gives initial rates for the whole particle of order $3\times10^{1}$ and $3\times10^{6}$ per second. It ignores motion across the field, which raises the barrier and lowers both rates by a factor of roughly 100. The mass matters far more. For twice the free-electron mass $S=56$, and even the crude rate is only about $2\times10^{-6}$ per second, one event in several days; for four times that mass $S=79$ and tunnelling is negligible. These exponents are uncertain by several units. At midgap $k\ell$ is 1.8 for the free-electron mass and 2.6 for twice that mass, which stretches a continuum dispersion. A two-band lattice model with the same gap and edge mass replaces $k$ by $(2/\ell)\operatorname{arsinh}(k\ell/2)$ and gives $S\approx36$ and $48$ instead of $39.6$ and $56$, which raises the rates by factors of roughly 25 and 2000. A change of the gap by 0.2 eV shifts $S$ by about 4 at the free-electron mass. The outcome thus depends on the band masses along the polar axis, more precisely on the most slowly decaying states in the gap, which are not computed here. Tunnelling can therefore remove the bare field quickly if the carriers are light, but this estimate does not show that it must. Full screening needs $\pi a^2P/q_e=147$ elementary charges at each end.

\paragraph{The real case.}
The parameters lie in the rough regime of tetragonal barium titanate near room temperature. Its polarization is somewhat below the value used here; $25\ \mu\mathrm{C/cm^2}$ would lower the field in proportion, to 4.8 MV/cm. The susceptibility, gap and permittivity are rough typical values. The quartic well is a stronger simplification. The ferroelectric transition of barium titanate is first order, and its energy well is much shallower near $P=0$ than a quartic well with similar $P_0$ and $\chi$. Landau polynomials fitted to the stress-free crystal, used with $\varepsilon_b=10$ at 298 K, put the threshold for a uniform polar state to exist between roughly $r=60$ and $r=75$ (the state $P=0$ stays locally stable up to roughly $r=80$ to $90$) and the intrinsic coercive field for axial switching between roughly $0.15$ and $0.2$ MV/cm, depending on the polynomial. The threshold $r=30$ thus belongs to the quartic model, and a real needle with $r=10$ would be even further from a stable uniform state. The field also exceeds a rough thin-film breakdown field of 2 MV/cm by a factor 2.9.

The absence of free charge is also an idealization: electrodes, adsorbates and mobile carriers can supply it. If surface charge $-sPn_z$ compensates a fraction $s$ of the bound charge, \eqref{eq:bc} holds with $P$ replaced by $(1-s)P$, and the field becomes $(1-s)\times5.81$ MV/cm. Bringing it below 2 MV/cm takes $s>0.66$. If the compensating charge follows $P$, the condition for a uniform polar state in the quartic model becomes $2\chi\kappa(1-s)<1$, or $s>0.81$.

An aspect ratio of 10 is therefore no substitute for screening. The field of 0.58 GV/m belongs to a prescribed polarization. With the rough parameters used here, the particle would lose that polarization, form domains or collect charge. The numerical output below lists the main values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Aspect ratio r: 10
Background permittivity eps_b: 10
Polarization P: 30 uC/cm2 = 0.3 C/m^2
Width and length: 10 nm, 100 nm
Eccentricity e: 0.994987
artanh(e): 2.993223
Depolarizing factor N: 0.020286
N from surface-charge integral: 0.020286
Slender-limit estimate of N: 0.019957
Background divisor 1+N(eps_b-1): 1.18257
Field coefficient kappa: 0.017154
kappa, boundary integral, 400 nodes: 0.017154
Relative shift, 200 to 400 nodes: 2.6e-06
Relative nonlinearity of potential: 2.4e-07
P/eps0: 338.8 MV/cm
DEPOLARIZING FIELD: 5.812 MV/cm = 0.5812 GV/m
Field if P were total polarization: 6.873 MV/cm
Field for eps_b = 5: 6.357 MV/cm
Field in sphere: 28.24 MV/cm
Field in film: 33.88 MV/cm
Film/needle ratio of fields: 5.83
Film/needle ratio of N: 49.3
Vacuum field at pole: 281 MV/cm
Rough susceptibility chi: 150
2*chi*kappa at r = 10: 5.15
Relaxed P/P0 at r = 10: 0.000
Relaxed P/P0 at r = 40: 0.614
Least aspect ratio for uniform polar state: 30.0
Intrinsic coercive field: 0.435 MV/cm
Depolarizing/coercive field: 13.4
Rough breakdown field: 2 MV/cm
Depolarizing/breakdown field: 2.9
End-to-end voltage: 58.1 V
Rough band gap: 3.2 eV
Length over which drop equals gap: 5.51 nm
Rough lattice constant: 0.4 nm
Tunnel exponent, mass 1.0 m_e: 39.6
Tunnel rate, order only, mass 1.0 m_e: 3e+01 1/s
Tunnel exponent, mass 0.5 m_e: 28.0
Tunnel rate, order only, mass 0.5 m_e: 3e+06 1/s
Elementary charges to screen each end: 147
\end{verbatim}
